\section*{Lateral misalignment for 1 dB excess loss at an edge coupler}

\section{The problem}

Light leaves a fibre and enters a waveguide at the edge of a photonic chip. The fibre mode and the chip mode are identical circular Gaussians with field radius $w=1.5\,\mu\mathrm{m}$. The two facets touch, the axes are parallel, and both modes have flat phase fronts at the joint. The fibre is then moved sideways by a distance $d$. At what $d$ has the coupled power fallen by 1 dB from its value at perfect alignment?

The field radius is the distance from the axis at which the field amplitude has dropped to $1/e$ of its central value,
\begin{equation}
E(r)=e^{-r^2/w^2}.
\end{equation}
The intensity $E^2$ has dropped to $1/e^2$ at the same distance, and the mode field diameter is $2w=3.0\,\mu\mathrm{m}$. Excess loss means the loss added by the offset. Any loss already present at $d=0$ is not counted.

\section{A first estimate by scaling}

At zero gap the problem contains two lengths, $d$ and $w$. The wavelength plays no separate part once the mode radius is given, because nothing propagates between the facets. The coupled fraction $\eta$ can therefore depend on the ratio $d/w$ alone.

For identical modes $\eta=1$ at $d=0$, which is its largest possible value. A shift to the left costs as much as a shift to the right, so a smooth $\eta$ has no term linear in $d$. For small offsets
\begin{equation}
\eta\approx 1-c\,\frac{d^2}{w^2},
\label{eq:scaling}
\end{equation}
where $c$ is a pure number that scaling cannot supply. Since $w$ is the one length that describes the mode, $c$ should be of order one, and we take $c=1$ as a guess.

A loss of 1 dB leaves the power fraction $10^{-0.1}=0.7943$, so the fraction lost is $0.2057$. Equation (\ref{eq:scaling}) then gives
\begin{equation}
d\approx w\sqrt{0.2057}=0.454\times1.5\,\mu\mathrm{m}=0.68\,\mu\mathrm{m}.
\end{equation}
Two things remain open: the true value of $c$, and the error made by using a small-offset law when a fifth of the power is already lost.

\section{The exact solution within the model}

\subsection{Coupled power as a projection}

Let $E_1$ be the field arriving at the chip facet and $E_2$ the guided mode of the chip. Both are treated as scalar fields of the same polarisation, with power proportional to $\int|E|^2\,dA$. Split the arriving field into a guided part and a remainder,
\begin{equation}
E_1=a\,E_2+E_{\rm rest},\qquad \int E_2^*E_{\rm rest}\,dA=0 .
\end{equation}
The remainder is orthogonal to the guided mode and counts as lost. Multiplying by $E_2^*$ and integrating gives $a=\int E_2^*E_1\,dA/\int|E_2|^2dA$. The guided power is $|a|^2\int|E_2|^2dA$. Dividing by the arriving power $\int|E_1|^2dA$ yields
\begin{equation}
\eta=\frac{\left|\int E_2^*E_1\,dA\right|^2}{\int|E_1|^2dA\,\int|E_2|^2dA}.
\label{eq:eta}
\end{equation}
The overlap of the fields is an amplitude, and its squared modulus is the power fraction.

\subsection{The overlap of two displaced Gaussians}

Choose $x$ along the offset and put the two axes at $x=\pm d/2$. The exponents of the two fields add, and the terms linear in $x$ cancel:
\begin{equation}
\left(x-\tfrac d2\right)^2+\left(x+\tfrac d2\right)^2+2y^2
=2x^2+2y^2+\tfrac{d^2}{2}.
\end{equation}
With $r^2=x^2+y^2$ the numerator integral is
\begin{equation}
\int E_2^*E_1\,dA=e^{-d^2/(2w^2)}\int e^{-2r^2/w^2}\,dA .
\end{equation}
The remaining integral is
\begin{equation}
2\pi\int_0^\infty e^{-2r^2/w^2}\,r\,dr=\frac{\pi w^2}{2},
\end{equation}
which is also the value of $\int|E_1|^2dA$ and of $\int|E_2|^2dA$. These factors cancel in (\ref{eq:eta}). The normalised field overlap is $e^{-d^2/(2w^2)}$, and its square is
\begin{equation}
\eta=e^{-d^2/w^2}.
\label{eq:main}
\end{equation}

\subsection{The offset for 1 dB}

In decibels the excess loss is
\begin{equation}
L=-10\log_{10}\eta=\frac{10}{\ln 10}\,\frac{d^2}{w^2}.
\label{eq:loss}
\end{equation}
Setting $L=1$ and solving for $d$,
\begin{equation}
d_{1\,\rm dB}=w\sqrt{\frac{\ln 10}{10}}=0.4799\,w
=0.4799\times1.5\,\mu\mathrm{m}=0.720\,\mu\mathrm{m}.
\end{equation}
The answer is $0.72\,\mu\mathrm{m}$, or 720 nm, in any lateral direction. Direct numerical integration of (\ref{eq:eta}), followed by a search for the 1 dB point, gives the same $0.7198\,\mu\mathrm{m}$ as the formula. At this offset the field overlap is $0.8913$, and $0.8913^2=0.794$ is the required power fraction.

\section{Comparison of the two results}

The estimate of $0.68\,\mu\mathrm{m}$ lies about 5.5\% below the solution. Expanding (\ref{eq:main}) for small $d$ gives $\eta\approx1-d^2/w^2$, so the guess $c=1$ was right for a Gaussian. The whole difference comes from cutting off the exponential. The estimate sets $d^2/w^2=0.2057$, while the full law needs $d^2/w^2=-\ln 0.7943=0.2303$. The exponential falls more slowly than its starting parabola, so the true tolerance is larger.

The loss in decibels, unlike $\eta$ itself, is quadratic at every offset in this model. Half the offset, $0.36\,\mu\mathrm{m}$, costs 0.25 dB, and twice the offset, $1.44\,\mu\mathrm{m}$, costs 4 dB. The slope follows from (\ref{eq:loss}):
\begin{equation}
\frac{dL}{dd}=\frac{2L}{d}=\frac{2\times1\,\mathrm{dB}}{0.7198\,\mu\mathrm{m}}=2.78\,\mathrm{dB}/\mu\mathrm{m}
\quad\text{at the 1 dB point.}
\end{equation}
A drift of $0.1\,\mu\mathrm{m}$ from perfect alignment costs 0.019 dB. The same drift outward from the 1 dB point costs $0.278+0.019=0.297$ dB, about fifteen times as much. A joint fixed off centre is therefore also more sensitive to later movement along the direction of the offset.

The quadratic law shows what two slips would cost. If the field overlap is not squared, the condition $e^{-d^2/(2w^2)}=10^{-0.1}$ gives $d=1.018\,\mu\mathrm{m}$, where the true loss is 2 dB. If the mode field diameter is inserted for $w$, the result is $1.44\,\mu\mathrm{m}$, where the true loss is 4 dB.

\section{When the assumptions are relaxed}

\subsection{An air gap}

Let the facets be separated by air of thickness $z$, and let $k=2\pi/\lambda$. Resolve the emitted field into plane waves with transverse wavevector $\boldsymbol\kappa$. The Fourier transform of the Gaussian is proportional to $e^{-\kappa^2w^2/4}$. Crossing the gap multiplies each wave by $e^{ik_zz}$, with $k_z=\sqrt{k^2-\kappa^2}\approx k-\kappa^2/(2k)$ for waves close to the axis. Displacing the receiving mode by $\mathbf d$ adds a phase $e^{i\boldsymbol\kappa\cdot\mathbf d}$. The normalised overlap is
\begin{equation}
C(d,z)=e^{ikz}\,
\frac{\int e^{-\kappa^2w^2/2}\,e^{-i\kappa^2z/(2k)}\,e^{i\boldsymbol\kappa\cdot\mathbf d}\,d^2\kappa}
{\int e^{-\kappa^2w^2/2}\,d^2\kappa}.
\end{equation}
The terms in $\kappa^2$ combine to $-b\kappa^2$ with
\begin{equation}
b=\frac{w^2}{2}(1+iu),\qquad u=\frac{z}{kw^2}.
\end{equation}
Completing the square gives $\int e^{-b\kappa^2+i\boldsymbol\kappa\cdot\mathbf d}\,d^2\kappa=(\pi/b)\,e^{-d^2/(4b)}$, and the denominator is $2\pi/w^2$. Hence
\begin{equation}
C(d,z)=\frac{e^{ikz}}{1+iu}\exp\!\left[-\frac{d^2}{2w^2(1+iu)}\right].
\end{equation}
The real part of $1/(1+iu)$ is $1/(1+u^2)$, so the squared modulus is
\begin{equation}
\eta=\frac{1}{1+u^2}\exp\!\left[-\frac{d^2}{w^2(1+u^2)}\right].
\label{eq:gap}
\end{equation}
The prefactor is a loss present even at $d=0$. The exponential is the offset loss, and its 1 dB point has moved out by the factor $\sqrt{1+u^2}$. For $z\to0$ the earlier result returns.

Take $\lambda=1.55\,\mu\mathrm{m}$ and $z=2\,\mu\mathrm{m}$. Then $k=4.054\,\mu\mathrm{m}^{-1}$ and $u=2/(4.054\times2.25)=0.219$. The aligned joint loses 0.20 dB, and the offset for 1 dB more is $0.737\,\mu\mathrm{m}$. Keeping the full square root in $k_z$ changes these numbers to 0.23 dB and $0.740\,\mu\mathrm{m}$, so the near-axis approximation is adequate here.

The wider tolerance is no gain when gap and offset together may cost only 1 dB. Then $1-0.204=0.796$ dB is left for the offset, which allows $0.737\sqrt{0.796}=0.66\,\mu\mathrm{m}$. This is less than at zero gap.

The facets also reflect. A facet of refractive index 1.444 returns 3.3\% of the power, and light that bounces between two flat parallel facets interferes with the direct beam. Summing these passes with $C(d,z)$ while the gap runs from 2 to $2.775\,\mu\mathrm{m}$, half a wavelength, gives 1 dB offsets between 0.735 and $0.749\,\mu\mathrm{m}$. Most of this spread is due to diffraction in the growing gap: without reflections, (\ref{eq:gap}) gives 0.737 to $0.752\,\mu\mathrm{m}$ over the same range. At any given gap in this range the reflections shift the offset by at most about 4.5 nm either way. Both ranges use the near-axis approximation, and the full square root in $k_z$ raises them by 3 to 5 nm. The reflections matter much more for the aligned loss, which swings between 0.34 and 0.9 dB over this range of gaps. The 1 dB total budget above did not include them.

\subsection{A tilt}

Let the fibre be tilted by a small angle $\theta$ in the plane of the offset, with only a wedge of air of negligible thickness left between the facets. The tilt multiplies the arriving field by $e^{iqx}$ with $q=k\sin\theta$, where $k=2\pi/\lambda$ is again the wavenumber in air. With the axes again at $\pm d/2$, the offset factor $e^{-d^2/(2w^2)}$ comes out of the integral as before, and what remains is
\begin{equation}
\frac{\int e^{-2x^2/w^2+iqx}\,dx}{\int e^{-2x^2/w^2}\,dx}=e^{-q^2w^2/8}.
\end{equation}
The power is multiplied by $e^{-q^2w^2/4}$, whatever the offset. A tilt of $1^\circ$ costs 0.012 dB and leaves the 1 dB offset at $0.720\,\mu\mathrm{m}$.

The negligible wedge is an idealisation. A flat fibre $125\,\mu\mathrm{m}$ in diameter, tilted by $1^\circ$ and touching the chip at its rim, has a gap of about $1.1\,\mu\mathrm{m}$ at its axis. Gap and tilt together move the best position sideways by about $z\theta/2$, here $0.01\,\mu\mathrm{m}$. Measured from that position, the offset for 1 dB more is $0.725\,\mu\mathrm{m}$, as (\ref{eq:gap}) gives for the gap alone.

\subsection{Unequal radii}

Let the radii be $w_1$ and $w_2$. Completing the square along $x$ gives
\begin{equation}
\frac{x^2}{w_1^2}+\frac{(x-d)^2}{w_2^2}
=\frac{w_1^2+w_2^2}{w_1^2w_2^2}\,(x-x_0)^2+\frac{d^2}{w_1^2+w_2^2},
\qquad x_0=\frac{w_1^2\,d}{w_1^2+w_2^2}.
\end{equation}
The area integral of the Gaussian centred at $x_0$ is $\pi w_1^2w_2^2/(w_1^2+w_2^2)$. The normalisation is $\sqrt{(\pi w_1^2/2)(\pi w_2^2/2)}=\pi w_1w_2/2$. Dividing and squaring,
\begin{equation}
\eta=\left(\frac{2w_1w_2}{w_1^2+w_2^2}\right)^2\exp\!\left[-\frac{2d^2}{w_1^2+w_2^2}\right].
\end{equation}
The mean of the squared radii now takes the place of $w^2$ in the exponent. For 1.5 and $1.8\,\mu\mathrm{m}$ the aligned loss is 0.14 dB, and the offset for 1 dB more is $0.4799\sqrt{(2.25+3.24)/2}\,\mu\mathrm{m}=0.795\,\mu\mathrm{m}$.

\subsection{A mode that is not Gaussian}

A guided mode has a tail that falls roughly exponentially, more slowly than a Gaussian. For any real, circular mode shared by both sides, the loss at small offset can still be found. Expand the displaced field to second order in $d$. The linear term integrates to zero, and integrating the second-order term by parts gives
\begin{equation}
\frac{\int E(x,y)\,E(x-d,y)\,dA}{\int E^2dA}\approx1-\frac{d^2}{2}\,\frac{\int(\partial_xE)^2dA}{\int E^2dA}.
\end{equation}
Squaring removes the factor $\tfrac12$ in front. By circular symmetry $\int(\partial_xE)^2dA=\tfrac12\int(dE/dr)^2dA$, so
\begin{equation}
\eta\approx1-\frac{d^2}{w_P^2},\qquad
w_P^2=\frac{2\int_0^\infty E^2\,r\,dr}{\int_0^\infty(dE/dr)^2\,r\,dr}.
\end{equation}
The length $w_P$ is the Petermann II radius. For a Gaussian it equals $w$.

The fundamental mode of a weakly guiding step-index core shows how much the shape matters. Its normalised frequency $V$ measures the strength of guiding, and a smaller $V$ means a longer tail. With $w_P$ held at $1.5\,\mu\mathrm{m}$, the 1 dB offset is $0.726\,\mu\mathrm{m}$ for $V=2.0$ and $0.733\,\mu\mathrm{m}$ for $V=1.5$, within 2\% of the Gaussian result. With the $1/e$ field radius held at $1.5\,\mu\mathrm{m}$ instead, the offsets are 0.766 and $0.841\,\mu\mathrm{m}$, which are 6\% and 17\% larger than the Gaussian result. Both deviations grow as $V$ falls: for $V=1.2$ they are 4\% and 31\%. These figures give both sides the same mode. If one side is a Gaussian of radius $1.5\,\mu\mathrm{m}$ and the other is the $V=1.5$ mode with the same $1/e$ radius, the offset is $0.776\,\mu\mathrm{m}$, 8\% larger than the Gaussian result.

The core radii explain the difference. For $V=1.5$ the core radius is $0.886\,\mu\mathrm{m}$ in the first matching and $1.016\,\mu\mathrm{m}$ in the second. The second mode is the first one enlarged by $1.016/0.886=1.147$, so its Petermann radius is $1.72\,\mu\mathrm{m}$ and its tolerance grows by the same factor. A quoted radius is thus of use here to the extent that its definition is known. In a silica cladding at 1550 nm the cores for $V=2.0$ and $1.5$ need a numerical aperture of 0.36 to 0.42, an index step of 3 to 4\%, where weak guidance is only approximate. The exact vector mode of the same cores gives offsets 0.5 to 3\% larger, for example 0.747 to $0.754\,\mu\mathrm{m}$ in place of $0.733\,\mu\mathrm{m}$, depending on the direction of the offset relative to the polarisation.

\section{The real joint}

The numbers correspond roughly to a small-core fibre of high numerical aperture facing an inverse taper, a waveguide narrowed towards the chip edge so that its mode spreads out, at a wavelength near 1550 nm. The gap, tilt, second radius and facet index used above are rough typical values. Among the effects calculated, each taken alone, the definition of the radius moves the answer by 17\% when both sides carry the $V=1.5$ mode, by 8\% when only one side does, and by more for a still longer tail. The mismatch of radii moves it by 10\%, the $2\,\mu\mathrm{m}$ gap by 2 to 3\%, and the tilt, as long as the gap is negligible, not at all. For these parameter choices, with scalar modes and $V\ge1.5$, the 1 dB offset lies between 0.72 and $0.84\,\mu\mathrm{m}$, when loss is counted from the aligned joint with the same imperfection. The range does not extend below the ideal value because the second radius was chosen larger than $1.5\,\mu\mathrm{m}$. A smaller one reduces the tolerance: $1.2\,\mu\mathrm{m}$ would give $0.4799\sqrt{(2.25+1.44)/2}\,\mu\mathrm{m}=0.65\,\mu\mathrm{m}$. Elliptical modes and the vector character of strongly confined fields are not included.

For comparison, a standard single-mode fibre at this wavelength has a field radius of roughly $5\,\mu\mathrm{m}$. Joined to an equal mode, it would tolerate about $0.48\times5=2.4\,\mu\mathrm{m}$ for the same 1 dB. The small mode must be placed more than three times as accurately. The main computed values are given in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
field radius w                        1.50 um
power fraction at 1 dB                0.7943
ratio d/w at 1 dB                     0.4799
1 dB offset, formula                  0.7198 um
1 dB offset, overlap integral         0.7198 um
1 dB offset in nanometres             720 nm
field overlap at that offset          0.8913
slope of loss there                   2.779 dB/um
loss at offset 0.100 um               0.019 dB
loss at offset 0.500 um               0.483 dB
loss at offset 1.000 um               1.930 dB
loss at offset 0.360 um               0.250 dB
loss at offset 1.440 um               4.000 dB
wrong offset, overlap not squared     1.018 um
  true loss there                     2.000 dB
wrong offset, diameter used as w      1.440 um
  true loss there                     4.000 dB
wavelength                            1.550 um
wavenumber k in air                   4.0537 1/um
air gap                               2.00 um
gap parameter u                       0.2193
aligned gap loss, paraxial            0.204 dB
aligned gap loss, non-paraxial        0.228 dB
1 dB offset with gap, paraxial        0.7369 um
1 dB offset with gap, non-paraxial    0.7399 um
facet index                           1.444
power reflection per facet            0.0330
1 dB offset with reflections, least   0.7346 um
1 dB offset with reflections, most    0.7487 um
tilt                                  1.0 degree
tilt loss at zero offset              0.0122 dB
1 dB offset with tilt                 0.7198 um
second radius for mismatch            1.80 um
aligned mismatch loss                 0.144 dB
1 dB offset with mismatch             0.7950 um
step-index modes (V = normalised frequency), radius matched to w:
  V=1.5, Petermann II core 0.886 um, 1 dB offset 0.7334 um
  V=1.5, 1/e field    core 1.016 um, 1 dB offset 0.8408 um
  V=2.0, Petermann II core 1.208 um, 1 dB offset 0.7261 um
  V=2.0, 1/e field    core 1.276 um, 1 dB offset 0.7663 um
\end{verbatim}
